# Energy an ion gives to a two-dimensional sheet at normal incidence

A 1 MeV proton that crosses a simple model of graphene leaves behind, on average, 0.144 electronic excitations with in-plane wavevector below 5 nm$^{-1}$, and their mean energy is 13.2 eV. In this model most protons therefore excite nothing in this range, and a few lose ten electronvolts or more; the mean loss is 1.90 eV, or $3.05\times10^{-19}$ J. These numbers follow from two ingredients. One is the response of the sheet. The other is the strength with which the passing ion drives each wavevector $q$ and frequency $\omega$, and this second factor can be found once for all sheets.

Let the sheet lie in the plane $z=0$, and let a point ion of charge $Ze$ move along $\mathbf R(t)=(0,0,vt)$ with constant $v$. The speed is taken well below that of light, so the instantaneous Coulomb potential applies. With $K=e^2/(4\pi\varepsilon_0)$, an electron at the in-plane position $\mathbf r$ has the potential energy

$$V(\mathbf r,t)=-\frac{ZK}{\sqrt{r^2+v^2t^2}} .$$

The transforms used are $f(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)$ and $f(\omega)=\int dt\,e^{i\omega t}f(t)$.

The in-plane transform $g(z)$ of $1/\sqrt{r^2+z^2}$ follows from $\nabla^2(1/|\mathbf x|)=-4\pi\delta^3(\mathbf x)$. Two in-plane derivatives become $-q^2$, so

$$g''(z)-q^2g(z)=-4\pi\delta(z).$$

The solution that decays on both sides is $g=Ce^{-q|z|}$. Its slope jumps by $-2qC$ at $z=0$, and the delta function requires a jump of $-4\pi$. Hence $C=2\pi/q$ and

$$V(\mathbf q,t)=-\frac{2\pi ZK}{q}\,e^{-qv|t|}.$$

A wave of wavevector $q$ feels the ion for a time of about $1/(qv)$. The time transform splits at $t=0$:

$$\int_{-\infty}^{\infty}dt\,e^{i\omega t-qv|t|}=\frac1{qv+i\omega}+\frac1{qv-i\omega}=\frac{2qv}{q^2v^2+\omega^2}.$$

The factor $q$ in the numerator cancels the $1/q$ of the Coulomb potential, and

$$V(\mathbf q,\omega)=-4\pi ZK\,\frac{v}{q^2v^2+\omega^2}.\tag{1}$$

The sheet responds to this potential with a change of electron density. For a uniform sheet and a weak potential, $\delta n(\mathbf q,\omega)=\chi(\mathbf q,\omega)V(\mathbf q,\omega)$. Here $\chi$ is the response to the external potential, so the mutual screening of the electrons is already inside it. The energy of the driven electrons changes at the rate $\int d^2r\,n\,\partial_tV$. The unperturbed density contributes nothing over the whole passage, because $V$ is even in time and $\partial_tV$ therefore odd. What remains is, by Parseval's theorem and $\partial_tV\to-i\omega V$,

$$W=\int dt\,d^2r\,\delta n\,\partial_tV=\int\!\frac{d^2q}{(2\pi)^2}\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\;\chi V\,(-i\omega V)^* .$$

The integrand is $i\omega\chi|V|^2$. Since $W$ is real, its real part, $-\omega|V|^2\,\mathrm{Im}\,\chi$, suffices. Reality of $\delta n$ in space and time demands $\chi(-\mathbf q,-\omega)=\chi(\mathbf q,\omega)^*$, so after the sum over $\mathbf q$ negative frequencies contribute as much as positive ones. Folding them together and inserting (1) gives

$$W=\int\!\frac{d^2q}{(2\pi)^2}\int_0^\infty\!\frac{d\omega}{\pi}\,\omega\,(4\pi ZK)^2\left[\frac{v}{q^2v^2+\omega^2}\right]^2\left[-\mathrm{Im}\,\chi(\mathbf q,\omega)\right].\tag{2}$$

The squared bracket is the excitation weight. It belongs to the ion's field alone; the probability of an excitation is this weight times the response.

The response is often given as a loss function $L=\mathrm{Im}(-1/\varepsilon)$. In a sheet, two electrons interact through $v_q=2\pi K/q$, and $1/\varepsilon=1+v_q\chi$, so $-\mathrm{Im}\,\chi=qL/(2\pi K)$. For an isotropic sheet $d^2q=2\pi q\,dq$, and the constants combine as $16\pi^2/(2\pi\cdot\pi\cdot2\pi)=4/\pi$:

$$W=\frac{4Z^2K}{\pi}\int_0^\infty\!dq\,q^2\int_0^\infty\!d\omega\,\omega\left[\frac{v}{q^2v^2+\omega^2}\right]^2L(q,\omega).$$

The extra power of $q$ comes from replacing $\chi$ by $L$ and is not part of the weight.

The same energy must be missing from the ion. At height $z$ the ion interacts with the induced density through

$$U(z,t)=-\int\!\frac{d^2q}{(2\pi)^2}\,\frac{2\pi ZK}{q}\,e^{-q|z|}\,\delta n(\mathbf q,t).$$

The force is $-\partial_zU$, so the work done against it is $\int dt\,v\,\partial_zU$ at $z=vt$. Because $v\,\partial_z$ acting on $e^{-q|z|}$ equals $\partial_t$ acting on $e^{-qv|t|}$, this integral is again $\int dt\,d^2r\,\delta n\,\partial_tV$. For the graphene model below, integrating the electrons' motion in time and adding up the work of the braking force gave 1.902 eV, the same as (2).

Quantum mechanics turns (2) into a count of excitations. Let the electrons start in their ground state, with excited states $n$ at energies $\hbar\omega_n$, and write $\rho_{\mathbf q}=\int d^2r\,\hat n(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}$. If the ion crosses at the point $\mathbf b$, each Fourier component of $V$ gains a factor $e^{-i\mathbf q\cdot\mathbf b}$. First-order perturbation theory then gives the probability

$$P_n(\mathbf b)=\frac1{\hbar^2}\left|\int\!\frac{d^2q}{(2\pi)^2}\,e^{-i\mathbf q\cdot\mathbf b}\,V(\mathbf q,\omega_n)\,\langle n|\rho_{\mathbf q}^\dagger|0\rangle\right|^2 .$$

In a crystal, wavevectors that differ by a reciprocal lattice vector can lead to the same state $n$, and their amplitudes interfere. An average over $\mathbf b$ across the area $A$ removes these cross terms, because $\int d^2b\,e^{-i(\mathbf q-\mathbf q')\cdot\mathbf b}=(2\pi)^2\delta^2(\mathbf q-\mathbf q')$:

$$\bar P_n=\frac1{A\hbar^2}\int\!\frac{d^2q}{(2\pi)^2}\,|V(\mathbf q,\omega_n)|^2\,|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2 .$$

To bring in $\chi$, apply a slowly switched-on wave $\lambda e^{i\mathbf q\cdot\mathbf r-i\omega t+\eta t}$ plus its conjugate. Its first part gives state $n$ the amplitude $\lambda\langle n|\rho_{\mathbf q}^\dagger|0\rangle/[\hbar(\omega-\omega_n+i\eta)]$, apart from a phase factor. The density at $(\mathbf q,\omega)$ is this amplitude times $\langle0|\rho_{\mathbf q}|n\rangle$, divided by $A$ and summed over $n$. The conjugate part adds terms with denominators $\omega+\omega_n$, which have no imaginary part at $\omega>0$ as $\eta\to0$. With $\mathrm{Im}\,(x+i\eta)^{-1}\to-\pi\delta(x)$,

$$-\mathrm{Im}\,\chi(\mathbf q,\omega)=\frac{\pi}{\hbar A}\sum_n|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\,\delta(\omega-\omega_n).$$

The mean number of excitations is therefore

$$\bar N=\sum_n\bar P_n=\int\!\frac{d^2q}{(2\pi)^2}\int_0^\infty\!\frac{d\omega}{\pi\hbar}\,|V(\mathbf q,\omega)|^2\,[-\mathrm{Im}\,\chi(\mathbf q,\omega)],$$

and weighting each excitation with $\hbar\omega$ restores (2). In a crystal, (2) thus holds for the average over impact points, with $\mathbf q$ running over the whole plane and the diagonal part of the response in place of $\chi$.

The average matters. The Schrödinger equation was solved for one electron on a ring of six sites with unit spacing, hopping energy 1 and site energies alternating between $+0.4$ and $-0.4$, with $\hbar=v=1$. The drive was $10^{-3}e^{-|q|v|t|}/|q|$ at $q=\pm\pi/3$ and $\pm2\pi/3$. The energies absorbed for passages centred on the two kinds of site differed by 38% of their average, while the average agreed with the diagonal formula to 0.06%.

The weight has a simple geometrical meaning. With $k_z=\omega/v$ and $k^2=q^2+k_z^2$,

$$\frac{v}{q^2v^2+\omega^2}=\frac{1}{v\,k^2}.$$

This is the three-dimensional Coulomb factor $1/k^2$, taken at the wavevector that a charge moving along $z$ supplies together with the frequency $\omega$, and divided by $v$ because a faster ion stays for a shorter time. At fixed $q$ and $\omega$, the derivative with respect to $v$ is proportional to $\omega^2-q^2v^2$. The drive is strongest at $v=\omega/q$, where the bracket in (2) equals $1/(2q\omega)$. For $q=1$ nm$^{-1}$ and $\hbar\omega=10$ eV this speed is 15.2 nm/fs. The 1 MeV proton has $v=13.8$ nm/fs and $\hbar v=9.11$ eV nm, close to the maximum, and there

$$\frac{|V|}{\hbar}=\frac{4\pi(1.440)(9.110)}{9.110^2+10^2}\ \text{nm}^2=0.901\ \text{nm}^2 .$$

For $v\gg\omega/q$ the weight tends to $1/(q^4v^2)$, the result of a sudden kick. For $v\ll\omega/q$ it tends to $v^2/\omega^4$. This is a power law, whereas a smooth slow pulse would excite exponentially little. The power comes from the cusp of $e^{-qv|t|}$ at the moment when a point charge pierces a sheet of zero thickness.

A real sheet has a thickness. An electron at height $z$ sees the same pulse delayed by $z/v$, so its potential is (1) times $e^{i\omega z/v}$. The weight survives, and $\chi$ is replaced by

$$\chi(\mathbf q,k_z,\omega)=\int dz\,dz'\,e^{-ik_zz}\,\chi(z,z';\mathbf q,\omega)\,e^{ik_zz'},\qquad k_z=\omega/v .$$

At low speed $k_z$ is large, the phases cancel across a smooth density profile, and the power law no longer holds. The strict sheet formula needs a thickness small against both $1/q$ and $v/\omega$.

For the numbers a model of $\chi$ is needed. Let electrons of areal density $N$ be bound in the plane with frequency $\omega_0$ and damping $\Gamma$, so that their displacement obeys $m(\ddot{\mathbf u}+\Gamma\dot{\mathbf u}+\omega_0^2\mathbf u)=-\nabla V_{\rm tot}$. The density change is $\delta n=-N\nabla\cdot\mathbf u$. Taking the divergence and transforming gives

$$\chi_0=\frac{Nq^2}{m}\,\frac{1}{\omega^2+i\omega\Gamma-\omega_0^2}.$$

Several groups of electrons add up in $\chi_0$. The total potential contains the field of the induced charge, $V_{\rm tot}=V+v_q\delta n$. Solving $\delta n=\chi_0(V+v_q\delta n)$ gives $\chi=\chi_0/(1-v_q\chi_0)$, a mean-field response.

The case of one undamped group without mutual coupling can be done by hand. Then $-\mathrm{Im}\,\chi_0=(\pi Nq^2/2m\omega_0)\,\delta(\omega-\omega_0)$ for $\omega>0$. With a cutoff $q_c$ and $a=\omega_0/v$, (2) becomes

$$W=B\int_0^{q_c}\!\frac{q^3\,dq}{(q^2+a^2)^2},\qquad B=\frac{4\pi Z^2K^2N}{mv^2}.$$

The substitution $s=q^2$ turns the integral into $\tfrac12\int s\,ds/(s+a^2)^2=\tfrac12[\ln(s+a^2)+a^2/(s+a^2)]$ between the limits. With $X=q_cv/\omega_0$,

$$W=\frac B2\left[\ln(1+X^2)-\frac{X^2}{1+X^2}\right].\tag{3}$$

For small $X$ the bracket is $X^4/2$ and $W$ grows as $v^2$. For large $X$, $W\to B(\ln X-\tfrac12)$, which falls roughly as $1/v^2$. At fixed $q_c$ the maximum lies at $X\approx1.47$. The logarithm grows without end as $q_c\to\infty$, because this model ignores the recoil of the electrons.

Graphene has 38.2 carbon atoms per nm$^2$. The model assigns one $\pi$ electron per atom to an oscillator at 4 eV with width 2.5 eV, and three $\sigma$ electrons to one at 13 eV with width 3 eV. These are rough typical values. The model leaves out the low-energy transitions of real graphene, which has no gap. When $q$ and $\omega$ shrink by a common factor near the Dirac points, $-\mathrm{Im}\,\chi$ scales as the first power of that factor, the weight as the inverse fourth and $d^2q\,d\omega$ as the third. For an undoped sheet at zero temperature $\bar N$ therefore grows logarithmically as ever lower energies are counted. The count of 0.144 and the mean of 13.2 eV belong to the model alone. The loss $W$ contains one more factor $\omega$, so these transitions add only a finite amount to it. With a Dirac cone of $\hbar v_F\approx0.66$ eV nm and mean-field screening, they give about 0.05 excitations per factor $e$ in energy, some 0.18 between 0.05 and 2 eV, but only about 0.1 eV of loss below 2 eV. The cutoff is $q_c=5$ nm$^{-1}$, where the recoil energy $\hbar^2q_c^2/2m$ is 0.95 eV. All four valence electrons together give $B=3.65$ eV. If they all sat at 13 eV without coupling, then $X=5\times9.11/13=3.50$, and (3) would give $\tfrac12(3.65)(2.586-0.925)=3.03$ eV.

The full model gives 1.90 eV. The Coulomb coupling is what lowers it: the same two damped groups without coupling give 3.52 eV. For a single group, the zero of $1-v_q\chi_0$ lies at $\omega_q^2=\omega_0^2+2\pi KNq/m$, and the integrand of (3) keeps its form with $\omega_q$ in place of $\omega_0$, so it shrinks at every $q$. With all valence electrons at 13 eV, $\hbar\omega_q$ would reach about 26 eV at the cutoff. In the full model the energy loss per unit excitation energy peaks at 22 eV, between these two values. The number of excitations per unit energy is this spectrum divided by the excitation energy; the division favours low energies, so that the highest peak lies at 5.3 eV and a second one near 21 eV. The mean of 13.2 eV falls between the two, and its closeness to the $\sigma$ oscillator energy identifies no particular mode.

With $q_c$ and the response held fixed, $W$ is 2.06, 1.90, 1.53 and 1.10 eV at proton energies of 0.5, 1, 2 and 4 MeV. From 1 to 4 MeV the speed doubles and $B$ falls by a factor of four, but $W$ falls by a factor of 1.7, since $X$ grows at the same time.

This is the distant part of the loss, and the smaller part. For harder collisions the electrons are treated as free and at rest, able to recoil in three dimensions. Near $q_c$ the recoil energy is far below the binding energy, so this picture is not literal there; it serves for the energy loss because the sum rule fixes the energy-weighted response at each $k$ well above $\omega/v$. Then $-\mathrm{Im}\,\chi=(\pi N/\hbar)\,\delta(\omega-\hbar k^2/2m)$ with $k^2=q^2+\omega^2/v^2$, and

$$W_{\rm close}=\frac{8\pi Z^2K^2N}{\hbar v^2}\int\!d\omega\,\omega\int\!\frac{q\,dq}{k^4}\,\delta\!\left(\omega-\frac{\hbar k^2}{2m}\right).$$

At fixed $\omega$ the delta function yields $m/\hbar$ and sets $k^2=2m\omega/\hbar$. The condition $q^2\ge0$ requires $\omega\le2mv^2/\hbar$, that is, $k\le2mv/\hbar$. What remains is $\tfrac B2\int d\omega/\omega$. Since $\omega\propto k^2$, and with $q_c$ as the lower limit of $k$,

$$W_{\rm close}=B\ln\frac{2mv}{\hbar q_c}=3.65\,\ln\frac{239.1}{5}\ \text{eV}=14.1\ \text{eV}.$$

A strict sheet also leaves out motion along $z$. For an oscillator free to move that way, $k_z^2=a^2$ replaces $q^2$ in the numerator of $\chi_0$. The integral becomes $\int_0^\infty q\,a^2dq/(q^2+a^2)^2=\tfrac12$, which adds at most $B/2=1.8$ eV when coupling is ignored.

The join at $q_c$ is rough. The sum of sheet and close parts is 17.5, 16.0 and 15.1 eV for cutoffs of 2.5, 5 and 10 nm$^{-1}$. A seamless join would need the sheet part to grow by $B$ per unit of $\ln q_c$. In the one-group model it grows by $B[q_c^2/(q_c^2+a^2)]^2$, which approaches $B$ when $q_c\gg\omega/v$. At 5 nm$^{-1}$ and 22 eV, $q_cv/\omega$ is about 2, so the condition is poorly met. The sum keeps falling at larger cutoffs, to 14.6, 14.4 and 14.2 eV at 20, 40 and 80 nm$^{-1}$.

For a real free-standing graphene membrane, the sums above, with up to 1.8 eV for out-of-plane motion, put the loss to the valence electrons at roughly 14 to 19 eV per proton, of which formula (2) with its cutoff supplies a tenth to a seventh. The 1s electrons add at most about 4 eV, from a rough binding energy of 285 eV. Graphene also has a finite thickness, which affects the distant part. A Gaussian profile with a rough rms half-width of 0.07 nm, moving rigidly in the plane, raises $W$ from 1.90 to 2.04 eV, because the weaker mutual coupling outweighs the phase cancellation. Raising both oscillator energies by 10% lowers it to 1.82 eV. The average over impact points makes no difference to the distant part: the shortest reciprocal lattice vector is 29.5 nm$^{-1}$, and two wavevectors below the cutoff differ by at most 10 nm$^{-1}$.

The remaining assumptions hold well at this energy, with one reservation. Retardation enters through $(v/c)^2=0.002$. A loss of some 20 eV out of 1 MeV leaves the speed constant, and the thermal energy of 0.026 eV at 300 K is small against the oscillator energies of the model. The reservation concerns linear response, whose expansion parameter $ZK/(\hbar v)$ is 0.16 here. Corrections of higher order in $Z$ have not been calculated. The parameter grows as the inverse square root of the ion energy and reaches 1 for protons near 25 keV, where (2) can no longer be trusted. The numerical output lists the values used here.

## Computed results

```
proton energy                        1.00 MeV
proton speed v                       13.841 nm/fs
hbar v                               9.110 eV nm
K = e^2/(4 pi eps0)                  1.4400 eV nm
graphene lattice constant (rough)    0.246 nm
carbon atoms per area                38.16 nm^-2
pi    density, energy, width (rough)  38.2 nm^-2, 4.0 eV, 2.5 eV
sigma density, energy, width (rough)  114.5 nm^-2, 13.0 eV, 3.0 eV
cutoff q_c                           5.0 nm^-1
field/hbar at q=1 nm^-1, E=10 eV     0.9008 nm^2
speed of strongest drive there       15.19 nm/fs
RESULT sheet loss W, q<q_c           1.902 eV
RESULT sheet loss W, q<q_c           3.047e-19 J
same from braking force              1.902 eV
mean number of excitations           0.1440
mean energy per excitation           13.21 eV
peak of number spectrum dN/dE        5.30 eV
peak of energy spectrum E dN/dE      22.35 eV
W at proton energy 0.5 MeV           2.060 eV
W at proton energy 2.0 MeV           1.532 eV
W at proton energy 4.0 MeV           1.104 eV
q_c= 2.5 nm^-1: sheet W, close part   0.825 eV, 16.65 eV
q_c= 5.0 nm^-1: sheet W, close part   1.902 eV, 14.12 eV
q_c=10.0 nm^-1: sheet W, close part   3.537 eV, 11.59 eV
prefactor 4 pi K^2 N/(m v^2)         3.652 eV
largest momentum transfer 2mv/hbar   239.1 nm^-1
uncoupled 13 eV check: closed form   3.033 eV
uncoupled 13 eV check: quadrature    3.034 eV
out-of-plane share from impulses     0.5001
out-of-plane motion, estimate        1.83 eV
core edge (rough)                    285 eV
core electrons, rough upper estimate 3.71 eV
rms half-width of sheet (rough)      0.07 nm
W with this finite thickness         2.037 eV
W with oscillator energies +10%      1.818 eV
recoil energy at q_c                 0.952 eV
shortest reciprocal vector           29.49 nm^-1
retardation, (v/c)^2                 0.00213
nonlinearity, K/(hbar v)             0.1581
slowing, W/(proton energy)           1.90e-06
thermal energy at 300 K              0.0259 eV
ring: relative spread of two sites   0.377
ring: average energy / prediction    0.99941
orbits: area loss / logarithm law    1.00099
```
